# Flexible nuclear screening of two-electron spin-orbit coupling, from atoms to interatomic blocks

## What symmetry fixes

Atomic units are used, and energies are converted to cm$^{-1}$. Write the effective spin-orbit operator of one electron as

$$h=\frac{\alpha^2}{2}\sum_{k=x,y,z} iM^k s_k ,$$

with $\alpha$ the fine-structure constant and $s_k$ the spin operators. For real basis functions $M^k$ is a real antisymmetric matrix. It has a nuclear part $M_1$ and a part $M_2$ due to the other electrons.

Consider an atom whose electron density matrix is spherical and independent of spin. Since $h$ is a scalar under joint rotations of space and spin, the three operators $iM^k$ form a vector in orbital space. They are even under inversion. Between functions $R_aY_{lm}$ and $R_bY_{l'm'}$ a vector operator allows $l'=l,\,l\pm1$, and even parity removes $l\pm1$. The Wigner-Eckart theorem then gives

$$iM^k_{am,bm'}=w_{ab}\,\langle lm|L_k|lm'\rangle .$$

This holds separately for $M_1$ and $M_2$, with radial numbers $w^{(1)}_{ab}$ and $w^{(2)}_{ab}$. Both have the dimension of charge divided by length cubed, and $w^{(1)}$ is proportional to the nuclear charge $Z$. Their ratio is therefore a pure number, which can be written as a missing nuclear charge:

$$Q_{ab}=-Z\,\frac{w^{(2)}_{ab}}{w^{(1)}_{ab}},\qquad w^{(1)}_{ab}+w^{(2)}_{ab}=\Big(1-\frac{Q_{ab}}{Z}\Big)w^{(1)}_{ab}. \tag{1}$$

This is the core of the flexible nuclear screening approximation, taken here in a primitive Gaussian basis: the screening depends on the pair of radial functions, not on $m$. For $l=0$ both numbers multiply a vanishing matrix of $L$, so the atom assigns no $Q$ to $s$ functions.

## Simple case: a static charge cloud

Let an electron move in a potential energy $V$, and define

$$M^k_{\mu\nu}=\int V\,(\nabla\chi_\mu\times\nabla\chi_\nu)_k\,d^3r. \tag{2}$$

The sign follows from $\nabla\times(V\chi_\mu\nabla\chi_\nu)=V\nabla\chi_\mu\times\nabla\chi_\nu+\chi_\mu\nabla V\times\nabla\chi_\nu$. The left side integrates to zero for decaying functions, so $M_{\mu\nu}=-\int\chi_\mu\nabla V\times\nabla\chi_\nu$. With $p=-i\nabla$ this means

$$iM_{\mu\nu}=\langle\mu|\nabla V\times p|\nu\rangle. \tag{3}$$

For central $V$, $\nabla V\times p=(V'/r)L$. The nucleus has $V=-Z/r$ and $V'/r=Z/r^3$. By Gauss's law an electron cloud with charge $q(r)$ inside radius $r$ contributes $V'=-q(r)/r^2$. Together,

$$\frac{V'}{r}=\frac{Z-q(r)}{r^3}.$$

Take $p$ primitives with radial parts $N_a r e^{-ar^2}$ and $N_b r e^{-br^2}$, and set $c=a+b$. The volume element supplies $r^2$, so

$$w^{(1)}_{ab}=ZN_aN_b\int_0^\infty r^2\,r^2\,r^{-3}e^{-cr^2}dr=\frac{ZN_aN_b}{2c}>0. \tag{4}$$

The cloud gives the same integral with $-q(r)$ in place of $Z$. Its screening is

$$Q^{\rm dir}_{ab}=2c\int_0^\infty q(r)\,r\,e^{-cr^2}dr .$$

Since $2cre^{-cr^2}=-\frac{d}{dr}e^{-cr^2}$ and $q'(r)=4\pi r^2\rho(r)$, integration by parts yields

$$Q^{\rm dir}_{ab}=\int\rho(r)\,e^{-cr^2}\,d^3r. \tag{5}$$

The boundary terms vanish because $q(0)=0$ and the Gaussian decays. For $p$ primitives, direct screening is thus the electron charge seen through a Gaussian window.

**Limits.** For tight functions, $c\to\infty$, the window closes and $Q^{\rm dir}\to0$. For diffuse functions, $c\to0$, it admits all $N$ electrons and $Q^{\rm dir}\to N$. One constant per element cannot describe both ends.

## The two-electron operator and its mean field

The Breit-Pauli two-electron term contains the spin-same-orbit and spin-other-orbit interactions:

$$H_2=-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{r_{ij}\times p_i}{r_{ij}^3}\cdot(s_i+2s_j).$$

Because $\nabla_1(1/r_{12})=-r_{12}/r_{12}^3$ (vector in the numerator), equation (3) applies with $V=1/r_{12}$. The spatial matrix elements of $-(r_{12}\times p_1)/r_{12}^3$ are $i\,g^k_{\mu\nu,\lambda\kappa}$, where

$$g^k_{\mu\nu,\lambda\kappa}=\iint(\nabla\chi_\mu\times\nabla\chi_\nu)_k(1)\,\frac1{r_{12}}\,\chi_\lambda\chi_\kappa(2).$$

This is antisymmetric in $\mu\nu$ and symmetric in $\lambda\kappa$.

Let $O_{pq,rt}$ be the two-electron element with spin included, electron 1 going from $q$ to $p$ and electron 2 from $t$ to $r$. Then $H_2=\sum O_{pq,rt}\,a_p^\dagger a_r^\dagger a_ta_q$. Replacing one pair of operators by its average $D_{rt}=\langle a_r^\dagger a_t\rangle$ in all four ways gives

$$F_{pq}=\sum_{rt}D_{rt}\,(O_{pq,rt}+O_{rt,pq}-O_{pt,rq}-O_{rq,pt}).$$

The minus signs come from exchanging two annihilation operators. Now insert a spin-free density: each spin carries half of the symmetric spatial matrix $D_{\lambda\kappa}$.

1. In the first term, $s_i$ acts on the active electron. The spin trace of the other gives $2\times\frac12=1$. The part with $2s_j$ vanishes, since spin has zero trace. The result is $J_{\mu\nu}=\sum g_{\mu\nu,\lambda\kappa}D_{\lambda\kappa}$.
2. In the second term, the averaged electron carries the orbital operator. The part with $s_i$ has zero trace. The part with $2s_j$ contains $\sum g_{\lambda\kappa,\mu\nu}D_{\lambda\kappa}$, an antisymmetric matrix contracted with a symmetric one, which is zero.
3. In the third term, the spin sum turns both $s_i$ and $s_j$ into $s$ of the active electron. The weight is $\frac12(1+2)=\frac32$, with $K_{\mu\nu}=\sum g_{\mu\kappa,\lambda\nu}D_{\lambda\kappa}$.
4. The fourth term has the same weight and the spatial factor $\sum g_{\lambda\nu,\mu\kappa}D_{\lambda\kappa}$. Antisymmetry in the first pair, symmetry in the second and exchange of the summation labels turn this into $-K_{\nu\mu}$.

Hence

$$M=M_1+M_2,\qquad M_2=J-\tfrac32\,(K-K^T). \tag{6}$$

**Limits.** If the active functions do not overlap the occupied ones, $K=0$ and the static cloud returns. Inside an atom, exchange also drops out of $Q$ at both ends of the exponent range. For diffuse $p$ functions with both exponents of order $a$, only their inner part $N_ar$ meets the occupied orbitals. Exchange then scales as $N_aN_b\sim a^{5/2}$, while (4) scales as $a^{5/2}/a=a^{3/2}$, and the ratio vanishes as $a$. For tight functions of size $d$, $w^{(1)}$ grows as $d^{-3}$. Exchange does not grow. The occupied orbitals and their gradients stay bounded over this small region, and the remaining factors $d^6$ (volumes), $d^{-5/2}$ (gradient of one function), $d^{-1}$ (Coulomb) and $d^{-3/2}$ (the other function) multiply to $d$, which is an upper bound on the order of the exchange term. So the full $Q$ runs from 0 to $N$, but need not stay below $N$ in between.

## Atomic numbers

Carbon ($2p^2$) and sulfur ($3p^4$) were computed by Hartree-Fock with the open-shell electrons spread evenly over the $p$ functions and both spins. The basis is cc-pVDZ with all contractions removed. This even filling leaves part of the repulsion of an open-shell electron with itself in the field, which makes the valence orbital too diffuse. For comparison, a restricted open-shell $^3P$ determinant in the same basis gives a bare-nucleus constant of 56 cm$^{-1}$ for carbon and 435 to 460 cm$^{-1}$ for the sulfur $3p$ orbitals, against 44 and 418 below. The constants below therefore serve to compare screening within one model and are not predictions of atomic fine structure. For the valence orbital, $h=\zeta\,L\cdot s$ with $\zeta=\frac{\alpha^2}{2}w$.

| | C $2p$ | S $3p$ |
|---|---|---|
| $\zeta$, bare nucleus (cm$^{-1}$) | 44.28 | 418.07 |
| direct part of $Q$ | 1.839 | 2.221 |
| exchange part of $Q$ | 1.118 | 0.935 |
| total $Q$ | 2.957 | 3.156 |

Equation (1) gives $44.28\,(1-2.957/6)=22.46$ cm$^{-1}$ for carbon and $418.07\,(1-3.156/16)=335.6$ cm$^{-1}$ for sulfur. These are the mean-field values themselves, since (1) is an identity here. The digits belong to this basis: uncontracted cc-pVTZ gives bare constants of 44.77 and 417.36 cm$^{-1}$ and total $Q$ of 2.900 and 3.148.

The primitives show the spread behind these averages. The diagonal $Q$ in sulfur rises from 0.47 at exponent 399.7 bohr$^{-2}$ to 13.66 at 0.1407 bohr$^{-2}$. In carbon it goes from 1.94 to 5.36. An added $p$ function of exponent $10^{-5}$ bohr$^{-2}$ gives 6.0004 and 16.0004. The excess over $N$ must come from exchange, because (5) cannot exceed $N$.

**Contraction.** By (4), $w^{(1)}_{ab}$ is positive for every pair of $p$ primitives; for higher $l$ the radial integrand is also positive. Contracted functions can have coefficients of both signs, so $w^{(1)}$ may vanish while $w^{(2)}$ does not. Take the radial vectors $u$ of sulfur $2p$ and $v$ of $3p$, and form

$$u'=u-v\,\frac{v^Tw^{(1)}u}{v^Tw^{(1)}v}.$$

Then $v^Tw^{(1)}u'=0$ by construction, but $\frac{\alpha^2}{2}|v^Tw^{(2)}u'|=56.5$ cm$^{-1}$. Since $u'$ is not normalized, the size of this number depends on its scale; what matters is that it is not zero. No finite $Q$ describes this pair. Ratios should be formed between primitives and the screened matrix contracted afterwards, or $w^{(2)}$ itself stored.

**Non-spherical density.** Put both carbon $2p$ electrons into $p_z$, with the radial function unchanged. The valence $Q$ becomes 3.239 for $L_z$ and 2.815 for $L_x$. A single scalar no longer suffices. Since $M_2$ is linear in the density, averaging over the three orientations must restore the spherical value: $(3.239+2\times2.815)/3=2.956$, equal to 2.957 within rounding. Atomic screening thus keeps the average and loses the anisotropy of an open shell.

## One-centre blocks in a molecule

On atom $A$ the own nucleus is screened by the atomic $Q$. The block also feels foreign nuclei. Outside a neutral spherical atom $B$ the enclosed charge equals $Z_B$, so its direct field is zero, and its exchange requires overlap. The consistent long-range choice is to drop nucleus $B$ together with its electrons. Keeping $B$ bare would leave a field of order $Z_B/R^2$.

For sulfur acting on the occupied orbitals of carbon, the Frobenius norm of $\frac{\alpha^2}{2}M$ over the three components is 17.5 cm$^{-1}$ from the nucleus alone at 1.54 Å. The neutral atom leaves 0.67 cm$^{-1}$. At 6 Å the nucleus alone gives 1.11 cm$^{-1}$, and the neutral atom gives zero to six decimals. The argument fails for ions, whose net charge keeps a field of order $1/R^2$.

## Interatomic blocks need a rule

For $\chi_\mu$ on $A$ and $\chi_\nu$ on $B$ the spherical argument is lost. The product has no single $l$ about either nucleus, and nothing makes $M_2$ proportional to $M_1$. The atomic matrices contain no such element, so any closure is a model. The form used here is

$$M_{\mu\nu}\approx\Big(1-\sqrt{\frac{Q_\mu Q_\nu}{Z_\mu Z_\nu}}\Big)M_{1,\mu\nu}, \tag{7}$$

where $M_1$ contains both nuclei, $Z_\mu$ is the charge of the atom carrying $\chi_\mu$, and a negative $Q$ would be set to zero.

**Limits.** For two diffuse functions on neutral atoms, $Q\to Z$ and the factor vanishes, as it should when both see neutral spherical atoms. For two functions with $Q=0$ the nuclei are bare. If one $Q$ is zero the factor is 1 however diffuse the partner is, which shows how much rests on the values given to $s$ functions.

The choices for $Q_\mu$ are:

- Boettger's parameters $Q(l)=0,2,10$ for $s,p,d$, capped here at $Z$. They count the electrons in filled shells with principal quantum number up to $l$.
- Atomic valence values: 2.957 and 3.156 for the $p$ functions of C and S, the atomic value for the single $d$ primitive, and $Q_s=0$.
- The diagonal atomic $Q$ of each primitive, with $Q_s=0$.
- The same, but with $Q_s$ taken from a $p$ function of equal exponent in the same atom. The motive is (5): the charge seen depends on the width of the window. This is an assumption, not a consequence of atomic data.

The first two rules have one factor per pair of $l$ values, so they commute with contraction within each $l$. The last two do not and belong to the primitive basis.

## Carbon monosulfide

The reference is (6) in full, with all multicentre integrals and the restricted Hartree-Fock density of CS at a chosen distance of 1.54 Å. It leaves out correlation, higher relativistic orders and second-order spin-orbit effects. The digits below serve comparisons within one basis. In uncontracted cc-pVTZ the two reference totals move by about +0.5 and −1.8 cm$^{-1}$, the interatomic parts become −0.24 and −2.34 cm$^{-1}$, and the error norms of the six interatomic rules become 7.8, 14.3, 13.1, 12.6, 9.0 and 2.6 cm$^{-1}$, in the same order of merit.

Two quantities are used. In the highest occupied $\pi$ pair, axial symmetry leaves only $M^z$, with elements $\pm m$ off the diagonal. Thus $iM^z$ has eigenvalues $\pm m$. With $s_z=\pm\frac12$, a hole in this pair splits to first order by $\frac{\alpha^2}{2}|m|$. The second quantity is the coupling $\frac{\alpha^2}{2}|M^x|$ between the highest $\sigma$ orbital and $\pi_y$. Parts of either are signed relative to the full reference.

| Part (cm$^{-1}$) | $\pi$ splitting | $\sigma$-$\pi$ |
|---|---|---|
| reference, C block | 4.74 | −8.97 |
| reference, S block | 250.87 | 183.19 |
| reference, interatomic | −0.11 | −2.11 |
| reference, total | 255.49 | 172.11 |
| screened C block | 4.89 | −8.65 |
| screened S block | 250.81 | 183.09 |

Bare nuclei in all blocks give 325.1 and 207.1 cm$^{-1}$. The screened one-centre blocks sum to 255.70 and 174.44 cm$^{-1}$, against 255.60 and 174.22 for the same blocks of the reference. Their small errors combine the dropped foreign atom with the change of density on bonding. Putting superposed atomic densities into the full expression (6) gives 255.4 and 172.5 cm$^{-1}$, so the molecular rearrangement matters little here.

The next table isolates the interatomic rules. The last column is the Frobenius norm of the error of the interatomic block over the three components. It is taken between valence orbitals: the five highest occupied and two lowest virtual ones. The reference block has norm 6.98 cm$^{-1}$.

| Interatomic rule (cm$^{-1}$) | $\pi$ part | $\sigma$-$\pi$ part | error norm |
|---|---|---|---|
| omitted | 0.00 | 0.00 | 6.98 |
| unscreened | 3.02 | −2.45 | 13.94 |
| Boettger $Q(l)$ | 2.26 | −2.12 | 12.65 |
| atomic valence $Q$ | 1.94 | −1.96 | 12.07 |
| primitive $Q$, $Q_s=0$ | 0.24 | −2.93 | 9.11 |
| primitive $Q$, $Q_s$ from $p$ | 0.24 | −1.46 | 2.49 |

In the $\pi$ part the nuclei contribute 3.02 cm$^{-1}$ and the reference −0.11, so the electrons contribute −3.13 and slightly overcompensate the nuclei. Screening by primitive comes close to this; the two rules with one value per $l$ do not. Changing $Q_s$ leaves this part unchanged, because $\pi$ orbitals contain no $s$ functions.

In the norm between these seven valence orbitals, every tried rule with $Q_s=0$ is worse than omitting the block. This ranking belongs to the chosen orbitals and distance; it changes when the core orbitals are included, where omission becomes the worst choice (41.6 cm$^{-1}$, against 7.8 to 24.8 for the other rules). Screening the $s$ functions as well lowers the error norm from 9.11 to 2.49 cm$^{-1}$, about 36% of the reference norm. Between these orbitals, the unscreened $s$ functions are therefore the main defect of the primitive rule.

Single elements need not follow the norm. For the $\sigma$-$\pi$ part Boettger's parameters give −2.12 against −2.11 cm$^{-1}$, closer than the −1.46 of the rule with the smallest norm. The agreement to 0.01 is particular to this basis; in uncontracted cc-pVTZ the values are −2.49 against −2.34, with −1.66 for the rule with the smallest norm. With the screened one-centre blocks, that rule gives totals of $255.70+0.24=255.94$ and $174.44-1.46=172.98$ cm$^{-1}$, which are 0.2% and 0.5% above the reference. Omission gives 255.70 and 174.44, so it is better for the first and worse for the second. The $\pi$ splitting alone is an incomplete test of interatomic rules: it does not depend on $Q_s$, and it favours omission only because its interatomic part happens to be nearly zero in this molecule.

The one-centre blocks matter far more. Boettger's factor applied to every block of $M_1$ gives 281.9 and 184.3 cm$^{-1}$, which are 10% and 7% above the reference. Most of the first excess follows from the sulfur atom: $Q=2$ gives $418.07\,(1-2/16)=365.8$ cm$^{-1}$, 9% above 335.6. The value 2 is near the direct part 2.221 alone and well below the total 3.156, which includes the exchange part 0.935. This compares the parameters with a Breit-Pauli mean field in one light molecule, and does not rank them for heavier elements or other Hamiltonians.

In this calculation the $\pi$ and $\sigma$ levels lie at −0.4600 and −0.4681 hartree. This small gap and the order of the levels belong to the Hartree-Fock orbital energies. A second-order self-energy correction in the same basis moves them to about −0.471 and −0.408 hartree, with $\sigma$ on top and a gap near 0.06 hartree. A spectrum of the ion therefore needs correlated state energies before the $\sigma$-$\pi$ coupling can be turned into a second-order shift.
